# Mott Variable-Range Hopping in Three Dimensions: The Quarter-Power Law

Take a solid with \(10^{19}\) localized states per eV and cm³ at the Fermi level, each decaying over 1 nm. In the model below, cooling from 300 K to 100 K lowers the exponential factor of its conductivity by \(e^{21.41-16.27}\approx 170\). The typical hop at 300 K climbs 105 meV. If that barrier stayed fixed, the same cooling would cost \(\exp(105.1/8.62-105.1/25.85)\approx 3400\). The barrier does not stay fixed: at 100 K the typical hop climbs 46 meV and is 8.0 nm long instead of 6.1 nm. The carriers trade distance for energy, and the trade fixes the temperature law.

## Assumptions and theorem

Energies \(E\) are measured from the Fermi level, \(k\) is Boltzmann's constant and \(e>0\) the elementary charge.

**A1.** Localized states sit at random, uncorrelated positions in three dimensions. Their density \(g_0\) per volume and energy is constant over the energies that matter. Amplitudes decay as \(e^{-r/\xi}\), so tunnelling probabilities decay as \(e^{-2r/\xi}\).

**A2.** A carrier hops between sites \(i\) and \(j\) with phonon help. An upward step costs the factor \(e^{-(E_j-E_i)/kT}\), a downward step costs none, and the attempt rate \(\nu\) is constant. Interactions enter only through single occupation of each site.

**A3.** The field is weak enough for a linear response.

**A4.** The network of links defined in Lemma 4 has a sharp percolation threshold. Equal conductors on the links have a positive conductivity above it. Below it, the conductivity stays finite even if the linked clusters conduct perfectly and every other pair conducts in proportion to \(e^{-u_{ij}/u}\), where \(u\) is the largest exponent of a link.

**Theorem.** (i) Under A1 and A2, optimizing one hop, with the rule that one state must be available, gives the rate \(\nu e^{-u}\) with
\[
u=\left(\frac{T_0}{T}\right)^{1/4},\qquad T_0=\frac{512}{9\pi}\,\frac{1}{k g_0\xi^3}.
\]
(ii) Under A1–A4 the conductivity of a large sample obeys, for \(T\to0\),
\[
\ln\frac{\sigma}{\sigma_1}=-\left(\frac{T_p}{T}\right)^{1/4}[1+o(1)],\qquad T_p=\frac{\beta}{k g_0\xi^3},
\]
where \(\sigma_1\) is any fixed conductivity and \(\beta\) is a pure number set by percolation.

Part (i) is the optimization of distance against energy mismatch. It yields the power 1/4, but its coefficient rests on a convention. Part (ii) shows that the power survives in the whole network. Neither part fixes the prefactor of \(\sigma\).

## Lemma 1: a pair of sites is a resistor

**Lemma 1.** In equilibrium the hopping rate from \(i\) to \(j\) is \(\Gamma_{ij}=c_{ij}\,\nu e^{-u_{ij}}\) with \(1/4\le c_{ij}\le1\) and
\[
u_{ij}=\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT},\qquad
\varepsilon_{ij}=\tfrac12\big(|E_i|+|E_j|+|E_i-E_j|\big).
\]
For small voltages the pair has the conductance \(e^2\Gamma_{ij}/kT\).

**Proof.** Let \(x=E_i/kT\) and \(y=E_j/kT\). Site \(i\) must be filled and site \(j\) empty. The Fermi function can be written
\[
f(x)=\frac1{1+e^x}=\frac{e^{-\max(x,0)}}{1+e^{-|x|}},
\]
as one sees by taking \(x>0\) and \(x<0\) in turn. Also \(1-f(y)=f(-y)\). The two denominators lie between 1 and 2, so together they give the factor \(c_{ij}\). The remaining exponent, including the phonon factor, is
\[
\max(x,0)+\max(-y,0)+\max(y-x,0).
\]
With \(\max(a,0)=(a+|a|)/2\), the linear terms sum to \(x-y+(y-x)=0\). What remains is \((|x|+|y|+|x-y|)/2=\varepsilon_{ij}/kT\).

Now let the local chemical potentials be \(\mu_i\) and \(\mu_j\). From the Fermi functions,
\[
\frac{f_i(1-f_j)}{f_j(1-f_i)}=e^{(E_j-\mu_j-E_i+\mu_i)/kT}.
\]
The phonon factors of the two directions have the ratio \(e^{-(E_j-E_i)/kT}\). The energies cancel in the product, so \(\Gamma_{ij}/\Gamma_{ji}=e^{(\mu_i-\mu_j)/kT}\). To first order the net rate is \(\Gamma_{ij}(\mu_i-\mu_j)/kT\), with \(\Gamma_{ij}\) at equilibrium. A voltage \(V\) means \(|\mu_i-\mu_j|=eV\), and each hop carries charge \(e\), so the current is \((e^2\Gamma_{ij}/kT)V\). ∎

If both energies lie on the same side of the Fermi level, \(\varepsilon_{ij}\) is the larger of \(|E_i|\) and \(|E_j|\). If they lie on opposite sides, it is \(|E_i-E_j|\). A link is therefore never cheaper in energy than the distance of either site from the Fermi level.

## Lemma 2: the best compromise for one hop

**Lemma 2.** Let \(W(r)\) be the energy range in which a sphere of radius \(r\) holds one state on average. Then \(u(r)=2r/\xi+W(r)/kT\) has a single minimum, at
\[
R=\left(\frac{9\xi}{8\pi g_0kT}\right)^{1/4},
\]
and there \(u=8R/(3\xi)=(T_0/T)^{1/4}\).

**Proof.** The condition \(\frac{4\pi}{3}r^3g_0W=1\) gives \(W(r)=3/(4\pi g_0r^3)\). With \(A=3/(4\pi g_0kT)\),
\[
u(r)=\frac{2r}{\xi}+\frac{A}{r^3},\qquad
u'(r)=\frac2\xi-\frac{3A}{r^4},\qquad
u''(r)=\frac{12A}{r^5}>0 .
\]
The curve is convex, so the zero of \(u'\) is the only minimum. It lies at \(R^4=3A\xi/2=9\xi/(8\pi g_0kT)\). The same condition gives \(A/R^4=2/(3\xi)\), hence
\[
\frac{W(R)}{kT}=\frac{A}{R^3}=\frac{2R}{3\xi},\qquad
u=\frac{2R}{\xi}+\frac{2R}{3\xi}=\frac{8R}{3\xi}.
\]
The fourth power is
\[
u^4=\frac{4096}{81}\,\frac{R^4}{\xi^4}
=\frac{4096}{81}\cdot\frac{9}{8\pi g_0kT\xi^3}
=\frac{512}{9\pi}\,\frac1{g_0kT\xi^3}=\frac{T_0}{T}.\qquad∎
\]

Distance takes three quarters of the exponent and energy one quarter, at every temperature. The split follows from \(W\propto r^{-3}\).

**Activation energy.** With \(s=1/kT\) the exponent is \(u=2R/\xi+sW(R)\), where \(R\) depends on \(s\). Its derivative is
\[
\frac{du}{ds}=W(R)+\left.\frac{\partial u}{\partial r}\right|_{R}\frac{dR}{ds}=W(R),
\]
because \(R\) is stationary. The slope of \(\ln e^{-u}\) against \(1/kT\) is thus minus the energy of the typical hop, \(W=kTu/4\propto T^{3/4}\). An Arrhenius plot of the exponential factor bends and becomes flatter on cooling.

**The numbers.** For \(g_0=10^{19}\) eV⁻¹cm⁻³ and \(\xi=1\) nm, \(T_0=2.10\times10^7\) K. At 100 K,
\[
u=\left(\frac{2.10\times10^7}{100}\right)^{1/4}=21.4,\qquad
R=\tfrac38\,u\,\xi=8.0\ \text{nm},\qquad
W=\tfrac14(21.4)(8.62\ \text{meV})=46\ \text{meV}.
\]
At 300 K the same steps give \(u=16.3\), \(R=6.1\) nm and \(W=105\) meV. The large \(T_0\) is not a temperature at which anything happens. It is large because a volume \(\xi^3\) holds only 0.01 states per eV.

## Lemma 3: the easiest hop among random sites

The rule "one state in the sphere" can be replaced by a statistical question: how hard is the easiest upward hop from a site at the Fermi level?

**Lemma 3.** The exponent of the easiest hop has the mean \(\Gamma(5/4)\,u_1\), with \(u_1^4=(24/\pi)/(g_0kT\xi^3)\), where \(\Gamma\) without indices is the gamma function. On average, distance takes 3/4 of it.

**Proof.** A site at distance \(r\) is reached with exponent below \(u\) if its energy lies between 0 and \(kT(u-2r/\xi)\). Let \(a=\xi u/2\), so that \(2r/\xi=ur/a\). The mean number of such sites is
\[
N(u)=\int_0^a4\pi r^2g_0kTu\left(1-\frac ra\right)dr
=4\pi g_0kTu\left(\frac{a^3}{3}-\frac{a^3}{4}\right)
=\frac{\pi}{24}\,g_0kT\xi^3u^4 .
\]
Thus \(N=(u/u_1)^4\). For independent random sites, the probability of finding none is \(e^{-N(u)}\). The mean of the smallest exponent is the integral of this probability,
\[
\int_0^\infty e^{-(u/u_1)^4}du=\Gamma(5/4)\,u_1 .
\]
Among hops of given exponent \(u\), the density in \(r\) is proportional to \(r^2\) on \(0<r<a\), since the density of states is constant. The mean of \(r/a\) is \((1/4)/(1/3)=3/4\). ∎

At 100 K the formula gives \(0.906\times(7.64/18.11)^{1/4}\times21.41=15.6\). Random sampling of 4000 starting sites gave 15.5, with a distance share of 0.747.

The power 1/4 and the 3:1 split are those of Lemma 2, but the coefficient 7.64 is far from 18.11. The power is a property of the trade-off; the coefficient depends on the question asked. Neither question is yet the right one for a direct current. Two close sites may exchange a carrier quickly for ever without moving charge across the sample.

## Lemma 4: the threshold of the whole network

**Lemma 4.** Join all pairs with \(u_{ij}\le u\). An infinite connected cluster first appears at \(u_c=(T_p/T)^{1/4}\), with \(T_p=\beta/(kg_0\xi^3)\).

**Proof.** Measure lengths in units of \(\xi u/2\) and energies in units of \(kTu\). Dividing \(u_{ij}\le u\) by \(u\) turns the condition into
\[
\rho_{ij}+\tfrac12\big(|\eta_i|+|\eta_j|+|\eta_i-\eta_j|\big)\le1 ,
\]
where \(\rho=2r/(\xi u)\) and \(\eta=E/(kTu)\). No material parameter and no temperature is left in it. They enter only through the density of sites in the scaled variables,
\[
n=g_0\left(\frac{\xi u}{2}\right)^3kTu=\frac{g_0kT\xi^3u^4}{8}.
\]
The cluster appears at a fixed number \(n_c\). Solving for \(u\) gives \(u_c^4=8n_c/(g_0kT\xi^3)\), so \(\beta=8n_c\). ∎

The number \(\beta\) was computed from random sites in a periodic box of side 100 nm, averaged over eight samples. At 300 K, \(u_c=16.24\) and \(\beta=18.0\pm0.3\). The error is the sampling error alone and leaves out the effect of the finite box. Between 20 K and 300 K the fitted power of \(T\) in \(u_c\) is \(-0.254\), and \(\beta\) stays between 17.5 and 18.7. At 100 K, raising \(\xi\) to 1.5 nm gives 17.6, and halving \(g_0\) gives 18.4. All these cases use the same sets of sites, so their errors are not independent.

The value lies close to \(512/(9\pi)=18.1\), but it is not converged in the box size. The box is only about 12 scaled lengths \(\xi u_c/2\) wide, and a path around it in one chosen direction tends to appear a little above the true threshold. Boxes of 20 to 32 scaled lengths, with a path from face to face as the criterion, give about \(17.2\pm0.2\), which lowers \(u_c\) by about 1 %. Nothing in Lemma 2 requires this, and the closeness should not be read as a derivation of the coefficient.

## Proof of the theorem

Part (i) is Lemma 2. For part (ii), note that a resistor network with a fixed total voltage settles into the potentials \(\phi_i\) that minimize \(\sum G_{ij}(\phi_i-\phi_j)^2\), and this minimum is proportional to its conductance. Raising any \(G_{ij}\) raises the sum for every choice of potentials, so it cannot lower the minimum. Let \(0<\delta<1\).

*Lower bound.* Delete all links with \(u_{ij}>(1+\delta)u_c\), and lower the others to the common value \((e^2\nu/4kT)\,e^{-(1+\delta)u_c}\). In the scaled variables this is a network of equal conductors at \(n=(1+\delta)^4n_c>n_c\). By A4 it has a conductivity \(a(\delta)>0\) that does not depend on \(T\). Returning to real lengths divides by \(\ell_+=\xi(1+\delta)u_c/2\):
\[
\sigma\ge\frac{e^2\nu}{4kT}\,\frac{a(\delta)}{\ell_+}\,e^{-(1+\delta)u_c}.
\]

*Upper bound.* Let \(u_-=(1-\delta)u_c\), and make all links with \(u_{ij}\le u_-\) perfect conductors. Now \(n=(1-\delta)^4n_c<n_c\), so their clusters do not span the sample. For every other link write \(u_{ij}=u_-s\) with \(s>1\). Once \(u_-\ge1\),
\[
e^{-u_{ij}}=e^{-u_-}e^{-u_-(s-1)}\le e^{-u_-}e^{-(s-1)} .
\]
Raising the links to the right-hand side leaves a scaled network independent of \(T\), with a finite conductivity \(b(\delta)\) by A4. With \(\ell_-=\xi u_-/2\),
\[
\sigma\le\frac{e^2\nu}{kT}\,\frac{b(\delta)}{\ell_-}\,e^{-(1-\delta)u_c}.
\]

Take logarithms and divide by \(u_c\). As \(T\to0\), \(u_c\) grows as \(T^{-1/4}\), while the prefactors contribute only \(\ln T\) and \(\ln u_c\), which vanish after the division. So \(\ln(\sigma/\sigma_1)/u_c\) ends up between \(-(1+\delta)\) and \(-(1-\delta)\). Since \(\delta\) is arbitrary, the limit is \(-1\). ∎

The hardest links that cannot be avoided therefore control the current. Kirchhoff's equations were solved for four sets of sites in a 60 nm box at 30, 100 and 300 K, keeping links up to \(u_c+5\). While \(u_c\) ran from 15.9 to 30.7, the logarithm of the conductance \(G\), in units of the link prefactor, followed \(u_c\) with slope \(-1.05\). The sum \(\ln G+u_c\) stayed between \(-0.9\) and 1.5.

## Remark 1: the prefactor biases a fitted \(T_0\)

The theorem leaves the prefactor open. An estimate follows from the Einstein relation \(\sigma=e^2g_0D\). A random walk with step \(R\) and rate \(\nu e^{-u}\) has \(D=R^2\nu e^{-u}/6\) in three dimensions, so
\[
\sigma\approx\frac{e^2g_0R^2\nu}{6}\,e^{-u}.
\]
With \(\nu=10^{13}\) s⁻¹ this gives \(9\times10^{-8}\) S/cm at 300 K and \(9\times10^{-10}\) S/cm at 100 K. Both values are too low for the model by more than a factor of ten. The Kirchhoff networks above have \(\ln G+u_c\approx0.4\) on average, and a cube of side \(L=60\) nm has \(\sigma=G/L\). With the link prefactor \(e^2\nu/kT\) this gives roughly \(10^{-6}\) S/cm at 300 K and \(3\times10^{-8}\) S/cm at 100 K. The random-walk estimate serves here only to show how a prefactor that varies with temperature affects a fit.

Since \(R\propto u\), the logarithm of the estimate is \(2\ln u-u\) plus a constant, and
\[
\frac{d\ln\sigma}{du}=-1+\frac2u .
\]
Near \(u=20\) the slope is \(-0.9\) instead of \(-1\). A straight-line fit of \(\ln\sigma\) against \(T^{-1/4}\) takes the fourth power of its slope as \(T_0\), and \(0.9^4=0.66\). Fitting the estimate itself from 60 K to 300 K returns 0.65 of the true \(T_0\). In this estimate, a prefactor left out of the fit costs about a third of \(T_0\), and a density of states deduced from it at fixed \(\xi\) comes out about 1.5 times too large. The network, whose link prefactor contains \(1/kT\), has a larger bias: a fit over the same range returns only about half of \(T_0\).

## Remark 2: other dimensions and other densities of states

The scaling of Lemma 4 also covers \(d\ge2\) dimensions and a density of states \(\gamma|E|^m\) with \(m\ge0\). It fails for a long chain, \(d=1\): a single hard gap interrupts the chain, and the longer the chain, the harder its worst gap, so there is no fixed threshold. For \(d\ge2\) the scaled density is proportional to \(\gamma(\xi u)^d(kTu)^{m+1}\), and it must again reach a fixed number. Solving for \(u_c\) gives
\[
u_c\propto T^{-p},\qquad p=\frac{m+1}{m+1+d}.
\]
For \(d=3\), \(m=0\) this is 1/4. A film much thinner than the longest useful hop, \(\xi u_c/2\approx11\) nm at 100 K, has \(d=2\) and \(p=1/3\).

Coulomb repulsion between localized carriers opens a soft gap. I take its standard form as given:
\[
g(E)=\frac3\pi\left(\frac{4\pi\varepsilon_0\varepsilon_r}{e^2}\right)^3E^2 .
\]
Then \(m=2\) and \(p=1/2\) in three dimensions, once the window \(kTu_c\) lies inside the gap. With \(\varepsilon_r=12\) this density reaches \(g_0\) at \(\Delta=4.3\) meV, while the window at 100 K is \(8.62\times21.2=183\) meV.

The gap is small, yet it matters more than its width suggests. It removes \(\int_{-\Delta}^{\Delta}(1-E^2/\Delta^2)\,dE=4\Delta/3=5.7\) meV worth of states out of 366 meV, or 1.6 %. Removed at random, these would raise \(u_c\) by a quarter of that, 0.4 %. Thinning the simulated sites according to the gap raised \(u_c\) by 2.7 % in these eight samples. This figure has a large sampling error, and a larger box gives about half of it. Either value exceeds 0.4 %, so states near the Fermi level count for more than the average state. The conductivity falls by a factor between \(e^{-0.027\times21.2}\approx0.56\) and about 0.75. At 20 K the rise is 6.7 % and the factor about 0.1. The Coulomb energy of each moving pair is not included.

At the other end, a band cut off at ±0.2 eV raised \(u_c\) by only 0.1 % at 300 K, although the window there is 420 meV. In these samples the outer half of the window hardly affects the threshold, and removing it lowers the conductivity by only about 10 %, so the constancy of \(g_0\) is needed mainly in the inner half.

## Remark 3: the model beside amorphous silicon

The parameters are rough values in the regime of unhydrogenated amorphous silicon, where reported \(T_0\) values are roughly \(10^7\) to \(10^8\) K. Among the material parameters, the exponent is most sensitive to \(\xi\). Since \(u\propto\xi^{-3/4}\), a 20 % smaller \(\xi\) at fixed \(g_0\) raises \(u\) at 300 K from 16.3 to 19.2 and lowers \(e^{-u}\) about twentyfold. The absolute conductivity is therefore no prediction.

Three assumptions have limits that matter here:

- **One phonon per hop.** At 300 K the typical hop of Lemma 2 needs 1.75 times the largest phonon energy, taken as 60 meV. Such a hop takes at least two phonons, and the change in rate is not modelled. At 100 K the ratio is 0.77. The energy steps in the network spread widely, and most are smaller than these single-hop values. Both kinds of hop occur at either temperature.
- **No band conduction.** With a mobility edge 0.6 eV from the Fermi level and a band prefactor of 100 S/cm, both chosen as rough values, band conduction is below 1 % of the network value in Remark 1 at 300 K and reaches the hopping conductivity of the network near 400 K. Against the lower random-walk estimate it is a tenth at 300 K and equal near 340 K. At 100 K it is negligible.
- **Weak field.** The energy \(eFR\) gained from the field \(F\) along one hop equals \(kT\) at 0.042 MV/cm for 300 K and at 0.011 MV/cm for 100 K. One volt across a 100 nm film is 0.1 MV/cm, beyond both. There \(eFR\) is about nine times \(kT\) at 100 K, and the ohmic law fails. At 300 K it is only 2.4 times \(kT\), and the ohmic law can serve at most as a rough estimate.

For these parameters the quarter-power law is best founded around 100 K in low fields. Towards lower temperatures the Coulomb gap takes over gradually; towards higher ones, multiphonon hops and band conduction do. The numerical output lists the single-hop values and compares band conduction with the random-walk estimate. The comparison with the network follows from the average of \(\ln G+u_c\) in Remark 1 and \(u_c\propto T^{-1/4}\).

## Computed values

```
density of states g0 = 1.0e+19 per eV cm^3
localization length xi = 1.00 nm
single-hop coefficient 512/(9 pi) = 18.108
T0 from single-hop optimum = 2.101e+07 K
at 100 K: kT = 8.62 meV
  exponent u = 21.41
  distance part 2R/xi = 16.06
  energy part W/kT = 5.35
  hop distance R = 8.03 nm
  energy mismatch W = 46.1 meV
  energy window kT*u = 185 meV
  W / largest phonon energy = 0.77
  field with eFR = kT: 0.0107 MV/cm
  hopping conductivity estimate = 8.7e-10 S/cm
  band / hopping conductivity = 6.7e-20
at 300 K: kT = 25.85 meV
  exponent u = 16.27
  distance part 2R/xi = 12.20
  energy part W/kT = 4.07
  hop distance R = 6.10 nm
  energy mismatch W = 105.1 meV
  energy window kT*u = 421 meV
  W / largest phonon energy = 1.75
  field with eFR = kT: 0.0424 MV/cm
  hopping conductivity estimate = 8.6e-08 S/cm
  band / hopping conductivity = 9.7e-02
largest phonon energy (input) = 60 meV
attempt rate (input) = 1e+13 1/s
mobility edge (input) = 0.60 eV, prefactor 100 S/cm
band equals hopping conduction at 341 K
easiest-hop coefficient 24/pi = 7.639
easiest hop 20 K: mean u = 23.35, distance share = 0.751
easiest hop 100 K: mean u = 15.53, distance share = 0.747
easiest hop 300 K: mean u = 11.85, distance share = 0.755
percolation: 8 samples, periodic box 100 nm
  20 K: u_c = 32.27, beta = 18.68
  50 K: u_c = 25.44, beta = 18.05
  100 K: u_c = 21.22, beta = 17.47
  300 K: u_c = 16.24, beta = 17.98
  100 K, xi = 1.5 nm: u_c = 15.68, beta = 17.56
  100 K, g0 halved: u_c = 25.56, beta = 18.40
fitted power of T in u_c = -0.2538
beta (300 K) = 18.0 +- 0.3 (sampling), n_c = 2.25
T0 from percolation = 2.09e+07 K
conductivity factor at 300 K, exp(u - u_c) = 1.03
Kirchhoff networks: 12, u_c from 15.9 to 30.7
  slope of ln G against u_c = -1.049
  ln G + u_c: mean 0.42, from -0.86 to 1.49
Coulomb gap half-width = 4.25 meV (eps_r = 12)
  raises u_c by 2.71 % at 100 K
  raises u_c by 6.67 % at 20 K
band cut at +-0.2 eV raises u_c by 0.09 % at 300 K
T0 fitted 60-300 K without prefactor / true T0 = 0.651
```
